# Why odd ionic cores halve the polarization branch spacing

## What happens and how large it is

In a spin-paired insulator, moving one electronic centre to the equivalent place in another cell moves two electrons. With the ionic positions held fixed, the electronic polarization therefore has branches separated by $2e\mathbf R/V$, where $\mathbf R$ is any lattice vector, $V$ the cell volume and $e>0$ the elementary charge. If the ionic positions may also be relabelled by lattice vectors, the spacing of the total polarization becomes

$$
\Delta\mathbf P=\frac{g e\mathbf R}{V},\qquad
g=\gcd(2,Z_1,Z_2,\ldots),
$$

where $Z_i e$ is the charge of core $i$. One odd core species is enough to give $g=1$; if all cores are even, $g=2$. The odd core leaves the electronic branches alone and adds relabellings of its own.

For a tetragonal cell with $a=0.40$ nm and $\mathbf R$ along the polar edge $c$, $V=a^2c$, so the single spacing is $e/a^2=100.14\ \mu$C/cm$^2$ and the double one is $200.27\ \mu$C/cm$^2$. The choice matters: in the example below, switching changes the polarization by $-58.32\ \mu$C/cm$^2$, but reducing the end-point difference by the single spacing gives $+41.82\ \mu$C/cm$^2$.

The derivation assumes a band insulator, zero macroscopic electric field, and $N$ bands filled by both spins with identical orbitals. Neutrality requires $\sum_iZ_i=2N$, so the number of odd cores in a cell is even.

## Why the electronic spacing is two charges

Take one direction with period $c$. In three dimensions the result is averaged over the transverse wavevector, on one continuous branch. Write a Bloch state as $\psi_k=e^{ikx}u_k$, with $u_k$ normalized in one cell and $\psi_k$ smooth and periodic in $k$. Its Wannier function is

$$
w(x)=\frac{c}{2\pi}\int_0^{2\pi/c}e^{ikx}u_k(x)\,dk .
$$

Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts gives

$$
xw(x)=\frac{c}{2\pi}\int e^{ikx}\,i\partial_ku_k(x)\,dk .
$$

The boundary term vanishes because $\psi_k$ is periodic. In $\langle w|x|w\rangle$, the sum over cells yields $(2\pi/c)\delta(k-k')$, which removes one integral and one factor $c/2\pi$:

$$
\bar x=\langle w|x|w\rangle
=\frac{c}{2\pi}\int_0^{2\pi/c}i\langle u_k|\partial_ku_k\rangle\,dk .
$$

This is the Berry-phase formula for the electronic centre. For several filled bands the centres are summed.

The phase of a Bloch state is free. Replace $u_k$ by $e^{-ikR}u_k$, with $R$ a multiple of $c$ so that periodicity survives. Then

$$
i\langle u_k|\partial_ku_k\rangle\rightarrow
i\langle u_k|\partial_ku_k\rangle+R,\qquad
\bar x\rightarrow\bar x+R .
$$

The electron density has not changed; the centre has been assigned to another cell. With both spins on the same branch, the dipole per cell divided by $V$ is

$$
P=\frac{e}{V}\left(\sum_iZ_ir_i-2\sum_n\bar x_n\right),
$$

and moving one centre by $R$ changes it by $-2eR/V$. The minus sign is the electron charge, the two is the spin pair.

### The current fixes the meaning

A measurement detects transported charge, so the centre must follow the current. Let a parameter $\lambda$ vary slowly. In a phase convention without a component along the original state, the first-order correction $|\delta u_n\rangle$ obeys

$$
i\hbar\dot\lambda|\partial_\lambda u_n\rangle=(H-E_n)|\delta u_n\rangle,
$$

$$
\langle u_m|\delta u_n\rangle=
\frac{i\hbar\dot\lambda\langle u_m|\partial_\lambda u_n\rangle}{E_m-E_n}.
$$

The velocity operator is $\hbar^{-1}\partial_kH$, and differentiating the eigenvalue equation gives $\langle u_n|\partial_kH|u_m\rangle=(E_n-E_m)\langle\partial_ku_n|u_m\rangle$. The energy differences cancel up to a minus sign, so the velocity induced by the drive is

$$
v_n=2\,\mathrm{Re}\left[-i\dot\lambda\langle\partial_ku_n|\partial_\lambda u_n\rangle\right]
=2\dot\lambda\,\mathrm{Im}\langle\partial_ku_n|\partial_\lambda u_n\rangle .
$$

The term $m=n$ could be included because it is real inside the imaginary part. The ordinary group velocity integrates to zero over a filled band. Terms between two filled bands cancel in pairs.

Now differentiate the centre. With $A_k=i\langle u|\partial_ku\rangle$ and $A_\lambda=i\langle u|\partial_\lambda u\rangle$, the integral of $\partial_kA_\lambda$ over the zone is zero and may be subtracted:

$$
\frac{d\bar x}{dt}=\frac{c\dot\lambda}{2\pi}\int(\partial_\lambda A_k-\partial_kA_\lambda)dk
=\frac{c}{2\pi}\int v(k)\,dk .
$$

The centre therefore moves with the mean electron velocity. After a closed cycle with a gap throughout, the Hamiltonian has returned, so $\bar x$ can have changed only by $Cc$, with $C$ an integer. The charge carried is $-2eC$.

A two-site chain shows this. Its fixed cores are at $0$ and $c/2$, with site energies $\pm\Delta\cos\theta$ and $\Delta=1.00$ eV. The bonds to the right and left of A are multiplied by $e^{\pm0.6\sin\theta}$. One turn of $\theta$ carries $2.00000e$ by the Berry phase and $2.00000e$ by the integrated current.

Pairing is essential. If one spin takes this cycle while the other sees site energies $\pm\Delta(2+\cos\theta)$, whose path does not encircle the gapless point, the charge is $1.00000e$. The double spacing thus belongs to paired evolution. If the spin branches may be chosen independently, the electronic spacing is already $e\mathbf R/V$.

## Why an odd core gives the single spacing

Relabelling core $i$ by $m_iR$ adds $Z_im_i eR/V$. Together with electronic relabellings, the possible changes in units of $eR/V$ are

$$
q=\sum_iZ_im_i-2n,\qquad m_i,n\ \text{integers}.
$$

If all $Z_i$ are even, every $q$ is even, and $m_i=0$ already produces every even number. If some $Z_j=2s+1$, choose $m_j=1$ and $n=s$: this gives $q=1$, and its multiples give every integer. Hence the spacing is $g=\gcd(2,Z_1,Z_2,\ldots)$.

Shifting the whole crystal, cores and electrons together, gives $\sum_iZ_i-2N=0$. The single charge comes from moving an odd core relative to the rest.

Freezing closed shells into the core does not alter the conclusion. Each shell removes an even number of electrons, so $Z_i$ keeps the parity of the nuclear charge. Potassium (19) and niobium (41) are odd, while oxygen (8) is even; potassium niobate has $g=1$. Lead (82), titanium (22) and oxygen are all even; lead titanate has $g=2$ in its primitive cell.

### Sliding a core through the crystal

Relabelling has a physical counterpart. Let one core per cell, with all its periodic images, slide slowly by one lattice vector while the gap stays open and the spins stay paired. The crystal returns to itself, and the charge carried is $(Z_i-2n)e$, where $n$ counts the electron pairs carried along. This number has the parity of $Z_i$, however many pairs move.

The model has A at $z_A=0$ and B at $z_B=c/2+u$, with energies $+\Delta$ and $-\Delta$. The hopping for a separation $d$ along the chain is

$$
t(d)=t_0\exp\left[-\frac{\sqrt{d^2+h^2}-\sqrt{(c/2)^2+h^2}}{\ell}\right].
$$

Here $c=0.41$ nm, $t_0=1.50$ eV, $\ell=0.04$ nm, and $h=0.20$ nm is the sideways offset between the rows, which lets the cores pass. There is one such chain per area $a^2$. The band energies are

$$
E_\pm=\pm\sqrt{\Delta^2+|f(k)|^2},\qquad
f(k)=\sum_m t(z_B-z_A+mc)e^{ikmc}.
$$

The gap cannot fall below $2\Delta$ during a slide. One may therefore reduce the hopping to zero without changing the integer $n$; in that limit the pair sits on B. Sliding A carries no pair, sliding B carries one. For core charges $(1,1)$ the expected charges are $1$ and $1-2=-1$, and the calculated ones are $1.0000e$ and $-1.0000e$.

To isolate the role of parity, give B a second orbital at $-6$ eV, coupled to A with half the hopping, and fill two bands. The gap still stays open: adding A to the B levels at $-6$ and $-1$ eV leaves the middle eigenvalue at or below $-1$ eV, while the highest is at least the A energy, $+1$ eV. The same electronic Hamiltonian can then be neutralized by two sets of cores:

- Cores $(1,3)$: sliding A carries $1.0000e$, sliding B carries $-1.0000e$.
- Cores $(2,2)$: sliding A carries $2.0000e$, sliding B carries $-2.0000e$.

The electrons respond identically in both cases, so the core parity alone changes the spacing. These slides are thought experiments about counting, not models of ion migration.

### The same difference at a surface

A long neutral chain of $M$ cells has dipole $D(M)=pM+\text{constant}$: each added interior cell contributes $p$, while the end regions settle to fixed shapes. Open chains of 40 and 60 cells, with core charges $(1,1)$, $u=0.025$ nm and the $M$ lowest orbitals doubly filled, give $p=-0.79118\,ec$. If the A core of every cell is placed one lattice vector further right, the interior is the same, but the left end has lost an A core and the right end has gained one. Now $p=+0.20882\,ec$.

The difference is $1.00000\,ec$. Divided by $V=a^2c$, these are polarizations of $-79.2$ and $+20.9\ \mu$C/cm$^2$ for one bulk crystal with two terminations. Polarization branches thus correspond to different surface charges, one elementary charge per surface cell apart.

### Inversion symmetry requires it

At $u=0$, inversion about B allows the electronic centre to be at B or halfway between neighbouring B sites. Reducing the hopping to zero again selects B. With $(1,1)$ cores, in units of $e/a^2$,

$$
P=1\cdot0+1\cdot\tfrac12-2\cdot\tfrac12=-\tfrac12 .
$$

Inversion changes this into $+\tfrac12$. The crystal is its own inverse, so both values must belong to the same set. They differ by one, which a spacing of two would forbid. For cores $(2,2)$, with two pairs on B, the value is $1-4\cdot\tfrac12=-1$; its inverse is $+1$, and spacing two is sufficient.

A value of one half therefore does not signal a polar crystal. Nor does an odd core always produce it, since the value depends on where the cores sit. For a cubic perovskite, formal charges give a quick count along $z$. Put the larger cation at height $0$, the smaller at $c/2$, two oxygens at $c/2$ and one at $0$. For potassium niobate, Nb$^{5+}$ gives $5/2-2=1/2$; for lead titanate, Ti$^{4+}$ gives $4/2-2=0$.

## Reading a switching calculation

Let B move from $u=-0.025$ to $+0.025$ nm, with core charges $(1,1)$. Two separate Berry-phase calculations return

$$
P(-u)=-0.20882,\qquad P(+u)=1.20882
$$

in units of $e/a^2$. Their raw difference is $1.41764$. Subtracting one double spacing gives $-0.58236$, while subtracting one single spacing gives $+0.41764$. Following the centre in small steps gives $-0.58237$, or $-58.32\ \mu$C/cm$^2$. The open chains agree: $-0.79118-(-0.20882)=-0.58236$. The difference in the last digit comes from subtracting rounded numbers.

The single spacing is correct for listing the polarizations of one crystal with all core labels free. It discards information in a switching calculation, where each core has been followed from start to finish. The ionic term is then known without ambiguity, and only the electronic $2e$ spacing remains. Taking the smallest difference is safe when the true change is below half the spacing used: $100.14\ \mu$C/cm$^2$ for paired electrons with followed cores, but $50.07\ \mu$C/cm$^2$ with the single spacing. The present change lies between these limits.

The spontaneous polarization, half the switching change, has size $29.16\ \mu$C/cm$^2$. Its sign is opposite to the displacement of B. From the centred state, B moves by $u/c=0.0610$, and the polarization changes by $-0.2912$. Solving $-0.2912=0.0610-2\delta$ gives $\delta=0.176$: the electron pair moves almost three times as far as its core.

The hopping shows the direction of this extra shift. The two bond lengths are $\sqrt{0.18^2+0.20^2}=0.269$ nm and $\sqrt{0.23^2+0.20^2}=0.305$ nm, so the shorter bond has the larger hopping by a factor $e^{0.0357/0.04}\approx2.4$. For weak hopping, the electron weight on a neighbouring A is $(t/2\Delta)^2$, so the pair leans towards the nearer A. Here hopping is not weak, and this estimate explains the direction, not the size.

## What to do in practice

1. **Keep core labels continuous.** Do not wrap an atom back into the cell between the end states. If a program wraps it, undo the resulting jump $Z_ieR/V$ first.
2. **Keep the spins paired.** For a non-magnetic state, compute one spin phase, choose its branch, and double it. Folding the spin phases separately can introduce a single-charge jump.
3. **Add intermediate structures when the change may be large.** The path must stay insulating, and each step must change the polarization by less than half the relevant spacing.
4. **Use the spacing of the actual cell.** If the cell is doubled sideways, $V$ doubles while the polar lattice vector is unchanged, so the spacing halves. A $2\times2$ sideways supercell reduces $200.27$ to $50.07\ \mu$C/cm$^2$, because one chain in four can now be relabelled alone. The safe range for an end-point choice shrinks equally.

The procedure fails if the gap closes, since charge can then flow without a defined filled-band centre. In a magnetic insulator whose states are purely spin-up or spin-down, the two spins must be followed separately. If the filled states of a magnetic insulator mix the spins, all filled bands must be followed together, and the electronic spacing is $e\mathbf R/V$. Spin-orbit coupling in a non-magnetic crystal also mixes the spins, but time reversal then pairs each state with a partner at the opposite transverse wavevector that has the same centre, so the double spacing remains as long as the whole path is non-magnetic.

## Neglected effects and real material

Unless another quantity is named, the changes below refer to the spontaneous polarization of $29.16\ \mu$C/cm$^2$, with other parameters held fixed.

**Electron repulsion.** For an on-site repulsion $U=3.0$ eV in mean field, a site with $n$ electrons is raised by $Un/2$. Since $n_A+n_B=2$, a change $\delta n_B$ changes the half splitting by $-U\delta n_B/2$. Taking the centred state as reference gives $27.41\ \mu$C/cm$^2$, a reduction of 6%.

**Sideways bands and thermal motion.** Modulating the half splitting by $0.4$ eV across the transverse zone gives $29.61\ \mu$C/cm$^2$. A Gaussian displacement of $0.008$ nm rms, common to all cells, gives $28.19\ \mu$C/cm$^2$. Independent motion of neighbouring cells is not covered.

**Strain.** Stretching both in-plane edges by 1% enlarges the area per chain and lowers the spontaneous polarization to $28.58\ \mu$C/cm$^2$; if the row offset stretches too, it falls further. The half-spacing value $e/2a^2$ also drops, by $0.99\ \mu$C/cm$^2$. This second shift occurs even in a centrosymmetric crystal if its polarization lies at half the single spacing, so polarizations at different cell sizes must not be subtracted without accounting for it.

**Electric field.** In a film without electrodes, the depolarizing field is set by the actual surface charge. Suppose the half charge per surface cell of the centred crystal is already compensated, so that only the spontaneous polarization $P$ remains uncompensated. With a chosen relative permittivity of 50, the linear field is then $P/(\varepsilon_0\varepsilon_r)=6.59$ MV/cm. It opposes the polarization and is about thirteen times the drive field chosen below. Without that compensation, the two terminations described above, with surface charges of $79.2$ and $20.9\ \mu$C/cm$^2$ in size, would give about $17.9$ and $4.7$ MV/cm instead. Such linear values cannot persist in a thick film: at $6.59$ MV/cm, the potential energy drop for an electron reaches the bulk polar gap of $3.386$ eV at about 5 nm, and charge can then pass between the surfaces. Surface states inside the gap can allow this in a thinner film. Screening charge at the surfaces, or a division into domains, also reduces the field. With the same chosen permittivity, a drive field of $0.5$ MV/cm induces a polarization of $2.17\ \mu$C/cm$^2$ along the field. In the polar state, the chain's electrons alone, with the cores fixed, give only about $0.12\ \mu$C/cm$^2$, so nearly all of this value rests on the chosen permittivity.

**Tunnelling and carriers.** Near the zone edge of the centred chain, the bands approach as two levels of slope $\pm t_0c$ coupled by $\Delta$. The Landau–Zener probability is $\exp[-\pi\Delta^2/(t_0ceE)]$. At $0.5$ MV/cm, or $0.05$ V/nm, the exponent is $\pi/(1.5\times0.41\times0.05)=102.2$ for these linearised bands, and about $101$ when the full band shape is kept, so interband tunnelling is negligible here. The thermal factor $\exp(-E_g/2k_BT)$ for the $2.000$ eV gap at 300 K is $1.6\times10^{-17}$. Neither estimate includes defect leakage.

Potassium niobate has a cell edge near 0.4 nm, a gap of roughly 3 eV and a polarization of a few tens of $\mu$C/cm$^2$, so the model matches its scale in these three quantities, though not its bonding. The model gap is $2.000$ eV when centred, which is low, and $3.386$ eV when polar. The chain replaces five atoms by two and keeps a tetragonal shape, whereas the real crystal is orthorhombic at room temperature; its polarization is not a prediction for that material. Real capacitors also break the zero-field assumption: at the chosen drive field and permittivity this moves the value by about 7%. Domains and incomplete switching can move it further, by an amount this model cannot supply. The core parity, and hence $g$, does not depend on these model details. The main values are in the numerical output below.

## Computed values

```
cell edges a, c: 0.40, 0.41 nm
row offset, hopping decay length: 0.20, 0.04 nm
reference hopping, half site splitting: 1.50, 1.00 eV
polar displacement of B: 0.025 nm
gap, centred and polar: 2.000, 3.386 eV
single quantum e/a^2: 100.14 uC/cm2
double quantum 2e/a^2: 200.27 uC/cm2
paired pump, Berry phase: 2.00000 e
paired pump, integrated current: 2.00000 e
pump with one spin driven: 1.00000 e
cores (1,1): slide A 1.0000 e, slide B -1.0000 e, spacing 1 e
cores (1,3): slide A 1.0000 e, slide B -1.0000 e, spacing 1 e
cores (2,2): slide A 2.0000 e, slide B -2.0000 e, spacing 2 e
chain dipole per cell, +u: -0.79118 e c
chain dipole per cell, -u: -0.20882 e c
chain dipole per cell, +u, A moved to far end: 0.20882 e c
change from moving A to far end: 1.00000 e c
Berry P at +u: 1.20882 e/a^2
Berry P at -u: -0.20882 e/a^2
centred P, odd cores, size modulo 1: 0.50000 e/a^2
centred P, cores (2,2), size modulo 2: 1.00000 e/a^2
switching -u to +u, followed: -0.58237 e/a^2 = -58.32 uC/cm2
end-point choice, spacing 2: -58.32 uC/cm2
end-point choice, spacing 1: 41.82 uC/cm2
spontaneous polarization, size: 29.16 uC/cm2
with repulsion U = 3.0 eV in mean field: 27.41 uC/cm2
with sideways modulation 0.4 eV: 29.61 uC/cm2
with thermal rms displacement 0.008 nm: 28.19 uC/cm2
half-quantum shift at 1 % in-plane strain: 0.99 uC/cm2
relative permittivity chosen: 50 (no unit)
depolarizing field without electrodes: 6.59 MV/cm
drive field chosen: 0.5 MV/cm
field-induced polarization: 2.17 uC/cm2
tunnelling exponent at drive field: 102.2 (no unit)
thermal carrier factor at 300 K: 1.6e-17 (no unit)
```
